\section*{Two-State Generalised Mulliken-Hush Coupling and Its Relation to Boys Diabatisation}

\section{The result}

Let $|1\rangle$ and $|2\rangle$ be two real, orthonormal adiabatic states with energies $E_1<E_2$ and gap $\Delta E=E_2-E_1$. Along a chosen axis, let the dipole operator have the matrix elements $\mu_{11}$, $\mu_{22}$ and $\mu_{12}=\mu_{21}$, and write $\Delta\mu=\mu_{11}-\mu_{22}$. The generalised Mulliken-Hush (GMH) method defines the diabatic states $|a\rangle$, $|b\rangle$ as the eigenvectors of this $2\times2$ dipole matrix. Their electronic coupling is
\begin{equation}
|H_{ab}|=\frac{|\mu_{12}|\,\Delta E}{\sqrt{\Delta\mu^2+4\mu_{12}^2}} .
\label{gmh}
\end{equation}

Boys diabatisation uses all three dipole components. It depends on the vectors
\begin{equation}
\mathbf D=\boldsymbol\mu_{11}-\boldsymbol\mu_{22},\qquad
\mathbf t=\boldsymbol\mu_{12},
\label{vectors}
\end{equation}
and reduces to (\ref{gmh}) when $\mathbf D$ and $\mathbf t$ are collinear, that is, parallel or antiparallel. The state dipoles $\boldsymbol\mu_{11}$ and $\boldsymbol\mu_{22}$ need not themselves be collinear. Moving the origin in a charged system adds the same vector to both and, because the states are orthogonal, leaves $\mathbf t$ unchanged. Neither vector in (\ref{vectors}) is affected.

That diabatic states diagonalise the dipole is a definition. Its motivation is that an electron localised on a donor and one localised on a distant acceptor have very different dipoles and little transition dipole between them.

\section{Rotating the two states}

A real orthonormal basis of the two-state space can be written, up to labels and signs, as
\begin{equation}
|a\rangle=\cos\theta\,|1\rangle+\sin\theta\,|2\rangle,\qquad
|b\rangle=-\sin\theta\,|1\rangle+\cos\theta\,|2\rangle .
\label{rotation}
\end{equation}
The Hamiltonian is diagonal in the adiabatic basis, so only two terms of $\langle a|H|b\rangle$ survive:
\begin{equation}
H_{ab}=-\sin\theta\cos\theta\,E_1+\sin\theta\cos\theta\,E_2
=\tfrac12\Delta E\,\sin2\theta .
\label{hab}
\end{equation}
The coupling therefore cannot exceed $\Delta E/2$ in magnitude, whatever criterion fixes $\theta$.

The dipole matrix has off-diagonal elements, and all four terms contribute:
\begin{align}
\mu_{ab}&=-\sin\theta\cos\theta\,\mu_{11}
+(\cos^2\theta-\sin^2\theta)\mu_{12}
+\sin\theta\cos\theta\,\mu_{22}\nonumber\\
&=\mu_{12}\cos2\theta-\tfrac12\Delta\mu\sin2\theta .
\label{muab}
\end{align}
The diagonal elements are
\begin{align}
\mu_{aa}&=\cos^2\theta\,\mu_{11}+2\sin\theta\cos\theta\,\mu_{12}+\sin^2\theta\,\mu_{22},\nonumber\\
\mu_{bb}&=\sin^2\theta\,\mu_{11}-2\sin\theta\cos\theta\,\mu_{12}+\cos^2\theta\,\mu_{22},
\label{diagonal}
\end{align}
and their difference is
\begin{equation}
\mu_{aa}-\mu_{bb}=\Delta\mu\cos2\theta+2\mu_{12}\sin2\theta .
\label{difference}
\end{equation}

\section{Diagonalising the dipole matrix}

Setting (\ref{muab}) to zero gives $2\mu_{12}\cos2\theta=\Delta\mu\sin2\theta$. The unit vector $(\cos2\theta,\sin2\theta)$ must therefore be parallel or antiparallel to $(\Delta\mu,2\mu_{12})$. With
\begin{equation}
q=\sqrt{\Delta\mu^2+4\mu_{12}^2}>0,
\label{q}
\end{equation}
the parallel choice is
\begin{equation}
\cos2\theta=\frac{\Delta\mu}{q},\qquad
\sin2\theta=\frac{2\mu_{12}}{q}.
\label{angle}
\end{equation}
Inserting it in (\ref{difference}) gives
\begin{equation}
\mu_{aa}-\mu_{bb}=\frac{\Delta\mu^2+4\mu_{12}^2}{q}=q .
\label{qmeaning}
\end{equation}
The denominator of the GMH formula is thus the dipole difference of the diabatic states, and $a$ is the state whose dipole component along the chosen axis is algebraically larger. It need not be the larger in magnitude. Inserting (\ref{angle}) in (\ref{hab}) gives
\begin{equation}
H_{ab}=\frac12\Delta E\,\frac{2\mu_{12}}{q}
=\frac{\mu_{12}\,\Delta E}{\sqrt{\Delta\mu^2+4\mu_{12}^2}},
\label{signed}
\end{equation}
whose magnitude is (\ref{gmh}).

The antiparallel choice replaces $\theta$ by $\theta+\pi/2$. By (\ref{rotation}) this sends $|a\rangle$ to $|b\rangle$ and $|b\rangle$ to $-|a\rangle$, so the labels are exchanged and $H_{ab}$ changes sign. Reversing the phase of one adiabatic state changes the sign of $\mu_{12}$ and hence of (\ref{signed}). The magnitude is free of these conventions.

Two limits show what the formula does. From (\ref{rotation}), $H_{aa}=E_1\cos^2\theta+E_2\sin^2\theta$ and $H_{bb}=E_1\sin^2\theta+E_2\cos^2\theta$, so $H_{bb}-H_{aa}=\Delta E\cos2\theta=\Delta E\,\Delta\mu/q$. The diabatic states are therefore in resonance, $H_{aa}=H_{bb}$, when $\Delta\mu=0$ with $\mu_{12}\neq0$. Then $|H_{ab}|=\Delta E/2$: the whole adiabatic gap comes from the coupling. When $|\mu_{12}|\ll|\Delta\mu|$, $|\sin2\theta|$ in (\ref{angle}) is small, so the adiabatic states already nearly coincide with the diabatic ones, up to labels and signs, and
\begin{equation}
|H_{ab}|\approx\frac{|\mu_{12}|\,\Delta E}{|\Delta\mu|},
\label{weak}
\end{equation}
with a leading relative correction of $-2\mu_{12}^2/\Delta\mu^2$.

If $\Delta\mu=\mu_{12}=0$, the dipole matrix is a multiple of the unit matrix. Every basis diagonalises it, and the method defines no diabatic states.

\section{The Boys criterion for two states}

Boys diabatisation chooses $\theta$ to maximise
\begin{equation}
F(\theta)=|\boldsymbol\mu_{aa}|^2+|\boldsymbol\mu_{bb}|^2 .
\label{boys}
\end{equation}
Let $\mathbf d=\boldsymbol\mu_{aa}-\boldsymbol\mu_{bb}$. For any two vectors, the sum of their squares is half the square of their sum plus half the square of their difference, so
\begin{equation}
F=\tfrac12|\boldsymbol\mu_{aa}+\boldsymbol\mu_{bb}|^2+\tfrac12|\mathbf d|^2 .
\label{split}
\end{equation}
The sum $\boldsymbol\mu_{aa}+\boldsymbol\mu_{bb}$ is the trace of the dipole matrix, taken component by component, and does not depend on $\theta$. Boys diabatisation therefore makes the two state dipoles as far apart as possible.

Equation (\ref{difference}) holds for each Cartesian component, so
\begin{equation}
\mathbf d(\theta)=\mathbf D\cos2\theta+2\mathbf t\sin2\theta .
\label{dvector}
\end{equation}
With $D=|\mathbf D|$ and $t=|\mathbf t|$, its square is
\begin{equation}
|\mathbf d|^2=D^2\cos^22\theta+4t^2\sin^22\theta
+4\,\mathbf D\cdot\mathbf t\,\sin2\theta\cos2\theta .
\label{dsquare}
\end{equation}
The identities $\cos^22\theta=\frac12(1+\cos4\theta)$, $\sin^22\theta=\frac12(1-\cos4\theta)$ and $\sin2\theta\cos2\theta=\frac12\sin4\theta$ turn this into
\begin{equation}
|\mathbf d|^2=\tfrac12\left(S+A\cos4\theta+B\sin4\theta\right),
\label{fourier}
\end{equation}
where
\begin{equation}
S=D^2+4t^2,\qquad A=D^2-4t^2,\qquad B=4\,\mathbf D\cdot\mathbf t .
\label{sab}
\end{equation}
The angular part is the scalar product of $(A,B)$ with the unit vector $(\cos4\theta,\sin4\theta)$. It is largest when the two are parallel:
\begin{equation}
\cos4\theta=\frac AR,\qquad \sin4\theta=\frac BR,\qquad
R=\sqrt{A^2+B^2}.
\label{boysangle}
\end{equation}
This fixes $\theta$ up to multiples of $\pi/2$, which relabel the states and change signs. Since $\sin^22\theta=\frac12(1-\cos4\theta)$, equation (\ref{hab}) gives the Boys coupling for arbitrary vectors:
\begin{equation}
|H_{ab}|=\frac{\Delta E}{2}\sqrt{\frac12\left(1-\frac AR\right)} .
\label{boyscoupling}
\end{equation}
It requires $R>0$. If $R=0$, the functional is independent of $\theta$ and selects no states. This happens when $\mathbf D\cdot\mathbf t=0$ and $D=2t$.

\section{Reduction for collinear vectors}

From (\ref{sab}),
\begin{align}
S^2-R^2&=(D^2+4t^2)^2-(D^2-4t^2)^2-16(\mathbf D\cdot\mathbf t)^2\nonumber\\
&=16\left[D^2t^2-(\mathbf D\cdot\mathbf t)^2\right]\ge0 .
\label{cauchy}
\end{align}
The bracket is $D^2t^2$ times the squared sine of the angle between the vectors. It vanishes if and only if they are collinear, where a zero vector counts as collinear with any other. In that case $R=S$, and
\begin{equation}
\frac12\left(1-\frac AS\right)
=\frac{(D^2+4t^2)-(D^2-4t^2)}{2S}=\frac{4t^2}{S}.
\label{reduce}
\end{equation}
Equation (\ref{boyscoupling}) becomes
\begin{equation}
|H_{ab}|=\frac{\Delta E}{2}\,\frac{2t}{\sqrt S}
=\frac{t\,\Delta E}{\sqrt{D^2+4t^2}} .
\label{reduced}
\end{equation}
Along the common direction, $D=|\Delta\mu|$ and $t=|\mu_{12}|$, so this is (\ref{gmh}).

The states agree as well as the couplings. For collinear vectors $A=\Delta\mu^2-4\mu_{12}^2$ and $B=4\Delta\mu\,\mu_{12}$, so (\ref{boysangle}) reads
\begin{equation}
e^{4i\theta}=\frac{A+iB}{S}
=\left(\frac{\Delta\mu+2i\mu_{12}}{q}\right)^2 .
\label{samestates}
\end{equation}
Its square roots are $e^{2i\theta}=\pm(\Delta\mu+2i\mu_{12})/q$. These are the two solutions of the GMH condition, which differ by an exchange of labels.

\section{Vectors that are not collinear}

One rotation angle cannot in general make all components of $\boldsymbol\mu_{ab}$ vanish. To see what Boys diabatisation achieves instead, differentiate (\ref{dvector}) and compare with the vector form of (\ref{muab}):
\begin{equation}
\frac{d\mathbf d}{d\theta}=-2\mathbf D\sin2\theta+4\mathbf t\cos2\theta
=4\boldsymbol\mu_{ab}.
\label{derivative}
\end{equation}
At the maximum the derivative of $|\mathbf d|^2$ is zero, which means
\begin{equation}
\mathbf d\cdot\boldsymbol\mu_{ab}=0 .
\label{stationary}
\end{equation}
The Boys states therefore diagonalise the dipole component along their own dipole difference. Two-state Boys diabatisation is GMH with that axis.

The axis can be found without a search over $\theta$. For a unit vector $\mathbf n$, the GMH dipole difference $q(\mathbf n)$ satisfies
\begin{equation}
q(\mathbf n)^2=(\mathbf n\cdot\mathbf D)^2+4(\mathbf n\cdot\mathbf t)^2
=\mathbf n^{T}\left(\mathbf D\mathbf D^{T}+4\mathbf t\mathbf t^{T}\right)\mathbf n .
\label{axis}
\end{equation}
By (\ref{dvector}), $q(\mathbf n)$ is also the largest value of $\mathbf n\cdot\mathbf d(\theta)$ over $\theta$. Maximising over $\mathbf n$ as well gives the largest $|\mathbf d|$, and the two maximisations may be done in either order. The Boys axis is thus the eigenvector of the matrix in (\ref{axis}) with the largest eigenvalue.

A different quantity results if the lengths $D$ and $t$ are put into (\ref{gmh}) when the vectors are not collinear. This replaces $R$ by $S$ in (\ref{boyscoupling}). Because $R\le S$, the replacement overestimates the Boys coupling if $A>0$ and underestimates it if $A<0$. If $A=0$ and $R>0$, the two values agree for any such angle, although the vectors need not be collinear.

For perpendicular vectors $B=0$ and $R=|A|$. The Boys coupling is then zero for $D>2t$ and $\Delta E/2$ for $D<2t$. The jump occurs at the point where the functional is flat, so close to it the Boys coupling is very sensitive to the dipoles.

\section{A donor--bridge--acceptor chain}

Consider one electron on three sites in a line: a donor at $-4.0$~\AA, a bridge at the origin and an acceptor at $+4.0$~\AA. The site energies are $\varepsilon_{\rm d}=0$, $\varepsilon_{\rm br}=1.5$ and $\varepsilon_{\rm ac}=0.2$~eV. Neighbouring sites are joined by $h=-0.3$~eV, and donor and acceptor have no direct coupling. These are model parameters. The dipole operator is $-e$ times the position and is taken as diagonal in the sites.

Diagonalising the $3\times3$ Hamiltonian and keeping the two lowest states gives
\begin{align}
\Delta E&=0.153443-(-0.072456)=0.2259~\text{eV},\nonumber\\
\Delta\mu&=3.292230-(-3.253823)=6.546053~e\,\text{\AA},\qquad
\mu_{12}=2.0287~e\,\text{\AA},
\label{data}
\end{align}
with phases chosen to make $\mu_{12}$ positive. The diabatic dipole difference is
\begin{equation}
q=\sqrt{6.5461^2+4(2.0287)^2}=7.702~e\,\text{\AA},
\label{qnumber}
\end{equation}
and the coupling is
\begin{equation}
|H_{ab}|=\frac{2.0287\times0.2259}{7.702}~\text{eV}
=0.0595~\text{eV}\quad(480~\text{cm}^{-1}).
\label{number}
\end{equation}
Numerical diagonalisation of the dipole matrix and a direct maximisation of (\ref{boys}) give the same value, as they should for a straight chain. The weak-mixing form (\ref{weak}) would give $0.0700$~eV, about 18\% above (\ref{number}), because $\mu_{12}$ is not small compared with $\Delta\mu$.

The rotation, by $\theta=15.9^\circ$, localises the electron. The donor population is $0.886$ in adiabatic state 1 and $0.968$ in diabatic state $a$; the acceptor population is $0.896$ in adiabatic state 2 and $0.958$ in $b$. The bridge populations of $a$ and $b$ are $0.032$ and $0.041$. Their sum, $0.073$, is the same as for the adiabatic pair, since it is the trace of the bridge projector over the two-state space. A rotation within that space can shift this population from one state to the other, but cannot lower the total. This is the general limitation of a two-state treatment: it can produce only those charge-localised states that the two adiabatic states span.

The coupling can be compared with a perturbative estimate. In an eigenstate of energy $E$ with site amplitudes $c$, the bridge row of the eigenvalue equation gives $c_{\rm br}=-h(c_{\rm d}+c_{\rm ac})/(\varepsilon_{\rm br}-E)$. Substitution in the donor row produces an effective donor--acceptor element $-h^2/(\varepsilon_{\rm br}-E)$. Averaging over $E=\varepsilon_{\rm d}$ and $E=\varepsilon_{\rm ac}$ gives the second-order superexchange magnitude
\begin{equation}
V=\frac{h^2}{2}\left(\frac1{\varepsilon_{\rm br}-\varepsilon_{\rm d}}
+\frac1{\varepsilon_{\rm br}-\varepsilon_{\rm ac}}\right)
=\frac{0.09}{2}\left(\frac1{1.5}+\frac1{1.3}\right)\text{eV}
=0.0646~\text{eV},
\label{super}
\end{equation}
which is 8.6\% above the GMH value.

The case of equal donor and acceptor energies, both zero, shows where such a difference comes from. The antisymmetric combination of the end sites has no coupling to the bridge and stays at zero energy. The symmetric one couples to it by $\sqrt2\,h$, which gives a lower level at $\frac12\bigl(\varepsilon_{\rm br}-\sqrt{\varepsilon_{\rm br}^2+8h^2}\bigr)$. By symmetry $\Delta\mu=0$, so the GMH coupling is half the gap:
\begin{equation}
|H_{ab}|=\frac{\sqrt{\varepsilon_{\rm br}^2+8h^2}-\varepsilon_{\rm br}}4
=\frac{h^2}{\varepsilon_{\rm br}}
\left(1-\frac{2h^2}{\varepsilon_{\rm br}^2}+\cdots\right).
\label{resonance}
\end{equation}
For $\varepsilon_{\rm br}=1.5$~eV the closed form gives $0.0558$~eV, half the computed gap of $0.1117$~eV. The superexchange value $h^2/\varepsilon_{\rm br}$ is too large by a relative amount $2h^2/\varepsilon_{\rm br}^2$ at leading order. The unequal chain follows the same trend. With the bridge 4 and 8~eV above the mean of the end-site energies, the excess over GMH is 1.115\% and 0.281\%, a ratio of 3.97, close to the factor of 4 expected from an inverse-square law. For unequal end-site energies this behaviour relies on the bridge lying midway between donor and acceptor. For site positions $x_{\rm d}$, $x_{\rm br}$, $x_{\rm ac}$, the GMH coupling to second order in $h$ weights $1/(\varepsilon_{\rm br}-\varepsilon_{\rm d})$ by $(x_{\rm ac}-x_{\rm br})/(x_{\rm ac}-x_{\rm d})$ and $1/(\varepsilon_{\rm br}-\varepsilon_{\rm ac})$ by $(x_{\rm br}-x_{\rm d})/(x_{\rm ac}-x_{\rm d})$. These weights equal the $\frac12$ of (\ref{super}) only for a centred bridge. Otherwise a relative difference remains as $h\to0$ (equation (\ref{super}) lies about 3.4\% below GMH when the bridge of this chain is moved 2~\AA\ towards the acceptor), and at large bridge energy it falls only as the first inverse power.

\section{Changing the angle between the vectors}

Now take $\Delta E=1$~eV, $D=3$~$e$\,\AA\ and $t=1$~$e$\,\AA, and vary the angle $\varphi$ between $\mathbf D$ and $\mathbf t$. The table lists three couplings in eV: the Boys value, GMH with the dipole projected on $\mathbf D$, and (\ref{gmh}) evaluated with the vector lengths.

\begin{center}
\begin{tabular}{cccc}
$\varphi$ & Boys & projected on $\mathbf D$ & lengths\\
\hline
$0^\circ$ & 0.2774 & 0.2774 & 0.2774\\
$30^\circ$ & 0.2661 & 0.2500 & 0.2774\\
$60^\circ$ & 0.2121 & 0.1581 & 0.2774\\
$90^\circ$ & 0.0000 & 0.0000 & 0.2774
\end{tabular}
\end{center}

At $60^\circ$, equation (\ref{sab}) gives $A=9-4=5$ and $B=4\times3\times1\times\frac12=6$, both in $(e\,\text{\AA})^2$, so $R=\sqrt{61}=7.810$ in the same unit. Then
\begin{equation}
|H_{ab}|=\frac12\sqrt{\frac12\left(1-\frac5{7.810}\right)}~\text{eV}
=0.212~\text{eV}.
\label{sixty}
\end{equation}
Projection on $\mathbf D$ keeps only the component $t\cos60^\circ=0.5$~$e$\,\AA\ of the transition dipole and gives $0.5/\sqrt{9+1}=0.158$~eV. The Boys axis is tilted by $13.2^\circ$ from $\mathbf D$ towards $\mathbf t$, and GMH along that axis returns $0.212$~eV, as (\ref{stationary}) requires. The length-based value is too high at each nonzero angle in the table, in line with $A>0$.

At $90^\circ$, raising $t$ from 1 to 2~$e$\,\AA\ makes $A$ negative, and the Boys coupling changes from zero to $0.5$~eV, half the gap. In the numerical check with randomly drawn vectors, direct Boys maximisation agrees with (\ref{boyscoupling}), and for collinear vectors with (\ref{gmh}), to within a few $10^{-8}$~eV.

\section*{Computed values}
\begin{verbatim}
EXAMPLE 1: straight donor-bridge-acceptor chain
site energies D, B, A: 0.0, 1.5, 0.2 eV
hopping element: -0.3 eV
site positions D, B, A: -4.0, 0.0, 4.0 angstrom
E1, E2, E3: -0.072456, 0.153443, 1.619014 eV
gap E2-E1: 0.225899 eV
mu11, mu22: 3.292230, -3.253823 e angstrom
mu11-mu22: 6.546053 e angstrom
mu12: 2.028738 e angstrom
diabatic dipole difference: 7.701554 e angstrom
mixing angle theta: 15.8961 degrees
Haa, Hbb: -0.055510, 0.136496 eV
|Hab|, GMH formula: 0.059506 eV
|Hab|, numerical dipole eigenvectors: 0.059506 eV
|Hab|, direct Boys search: 0.059506 eV
|Hab| converted: 479.9 cm^-1
populations D, B, A in adiabatic 1: 0.8857, 0.0517, 0.0626
populations D, B, A in adiabatic 2: 0.0825, 0.0216, 0.8959
populations D, B, A in diabatic a: 0.9678, 0.0318, 0.0003
populations D, B, A in diabatic b: 0.0003, 0.0414, 0.9582
second-order superexchange: 0.064615 eV
its excess over GMH: 8.59 %
excess at bridge gap 4 eV: 1.115 %
excess at bridge gap 8 eV: 0.281 %
ratio of these two: 3.973
equal D and A energies, gap: 0.111684 eV
equal D and A energies, |Hab|: 0.055842 eV
EXAMPLE 2: planar vectors, gap 1 eV
|D|, |t|: 3.0, 1.0 e angstrom
|Hab| in eV: Boys; GMH projected on D; GMH with lengths
angle  0 degrees: 0.2774; 0.2774; 0.2774
angle 30 degrees: 0.2661; 0.2500; 0.2774
angle 60 degrees: 0.2121; 0.1581; 0.2774
angle 90 degrees: 0.0000; 0.0000; 0.2774
details at 60 degrees:
A, B, R: 5.0000, 6.0000, 7.8102 (e angstrom)^2
Boys diabatic dipole difference: 3.2257 e angstrom
its tilt away from D: 13.165 degrees
|Hab|, GMH along that axis: 0.2121 eV
perpendicular, |t| = 2 e angstrom, Boys: 0.5000 eV
LARGEST DEVIATIONS over random vectors
Boys search against general formula: 1.2e-08 eV
Boys search against GMH, collinear: 2.2e-08 eV
\end{verbatim}
